# Roughness Exponent of the One-Dimensional Conserved Restricted Solid-on-Solid Model: a numerical check

```python
"""Conserved restricted solid-on-solid (RSOS) growth on a ring of L columns.

Result under test: the saturated width W grows as L**alpha with alpha close to
one (well separated from 1/2 and 3/2) when each rejected arrival is moved to
the nearest permitted column; discarding rejected arrivals gives about 1/2.

Symbols: h[y] height (layers); s[y] = h[y+1]-h[y], restricted to -1, 0, 1;
column y is permitted if s[y-1] <= 0 <= s[y]; W2 = spatial variance of h;
K[y] = a*b/2, a and b = distances to the nearest permitted columns on the left
and right (zero on a permitted column); one monolayer (ML) = L arrivals.
"""
import numpy as np

rng = np.random.default_rng(7)


def search_rows(L):
    """For each arrival column and tie-breaking side: columns by distance.

    Each entry is (y-1, y), the two slopes that touch column y."""
    rows = []
    for x in range(L):
        for side in (1, -1):
            cols = [x] + [x + f * d for d in range(1, L // 2 + 1)
                          for f in (side, -side)]
            rows.append([((c - 1) % L, c % L) for c in cols])
    return rows


def grow(s, rows, every, samples):
    """Deposit on slope list s in place; snapshot after each 'every' arrivals."""
    snaps = []
    for _ in range(samples):
        for k in rng.integers(len(rows), size=every).tolist():
            for left, y in rows[k]:
                if s[left] <= 0 <= s[y]:
                    s[left] += 1
                    s[y] -= 1
                    break
        snaps.append(s[:])
    return np.array(snaps)


def heights(slopes):
    return np.cumsum(slopes, axis=-1) - slopes


def k_field(s):
    """K[y] from the distances to the neighbouring permitted columns."""
    L = len(s)
    p = np.flatnonzero((np.roll(s, 1) <= 0) & (s >= 0))
    p = np.concatenate(([p[-1] - L], p, [p[0] + L]))
    y = np.arange(L)
    j = np.searchsorted(p, y, side="right")
    return (y - p[j - 1]) * (p[j] - y) / 2


def rate_from_k(K):
    return 1 + np.roll(K, -1) - 2 * K + np.roll(K, 1)


def enumerate_arrivals(s, rows):
    """Landing rates per ML and net displacement, by trying every arrival."""
    rate, net = np.zeros(len(s)), 0
    for k, row in enumerate(rows):
        j = next(i for i, (l, y) in enumerate(row) if s[l] <= 0 <= s[y])
        rate[row[j][1]] += 0.5
        side = 1 if k % 2 == 0 else -1
        net += (j + 1) // 2 * (side if j % 2 else -side)
    return rate, net


def block_mean(v, blocks=16):
    n = len(v) // blocks
    b = v[:n * blocks].reshape(blocks, n).mean(axis=1)
    return b.mean(), b.std(ddof=1) / np.sqrt(blocks), b


def saturated(L, arrivals, conserve=True):
    """Saturated W2, its error, relaxation time (ML), <|a|^2>, block (ML)."""
    rows = search_rows(L)
    if not conserve:
        rows = [r[:1] for r in rows]      # a rejected arrival is discarded
    s = [0] * L
    grow(s, rows, L * (L**3 // 32 + 100), 1)
    step = max(1, L * L // 64)
    snaps = grow(s, rows, L * step, arrivals // (L * step))
    h = heights(snaps)
    mean, err, b = block_mean(h.var(axis=1))
    # no drift left: the two halves of the run agree
    assert abs(b[:8].mean() - b[8:].mean()) < 5 * 2 * err
    a = h @ np.exp(-2j * np.pi * np.arange(L) / L)
    power = np.mean(abs(a)**2)
    c = np.array([1.0] + [np.mean((a[:-g].conj() * a[g:]).real) / power
                          for g in range(1, 200)])
    j = int(np.argmax(c < np.exp(-1)))
    tau = step * (j - 1 + (c[j-1] - np.exp(-1)) / (c[j-1] - c[j]))
    return mean, err, tau, power, len(snaps) // 16 * step


def exact_state(L):
    """Stationary state of the full Markov chain, from the rule as worded."""
    states, moves = [(0,) * L], []
    index = {states[0]: 0}
    for i, st in enumerate(states):       # the list grows while it is read
        ok = [p for p in range(L)
              if st[p] <= st[p - 1] and st[p] <= st[(p + 1) % L]]
        for x in range(L):
            dist = [min((x - p) % L, (p - x) % L) for p in ok]
            near = [p for p, d in zip(ok, dist) if d == min(dist)]
            for p in near:
                new = list(st)
                new[p] += 1
                low = min(new)
                new = tuple(v - low for v in new)
                if new not in index:
                    index[new] = len(states)
                    states.append(new)
                moves.append((i, index[new], 1 / (L * len(near))))
    n = len(states)
    A = -np.eye(n)
    for i, j, w in moves:
        A[j, i] += w
    A[-1] = 1.0
    rhs = np.zeros(n)
    rhs[-1] = 1.0
    return np.array(states), np.linalg.solve(A, rhs)


def exponent(sizes, w2, err):
    """alpha and its error from a weighted fit of ln W2 against ln L."""
    w2, err = np.array(w2), np.array(err)
    fit, cov = np.polyfit(np.log(sizes), np.log(w2), 1, w=w2 / err,
                          cov="unscaled")
    return fit[0] / 2, np.sqrt(cov[0, 0]) / 2


# --- small surface that can be followed by hand
h_demo = np.array([0, 1, 2, 2, 1, 0, 0, 1])
s_demo = np.roll(h_demo, -1) - h_demo
rate_demo, net_demo = enumerate_arrivals(s_demo, search_rows(8))
assert np.allclose(rate_demo, rate_from_k(k_field(s_demo))) and net_demo == 0
print("Demo heights (layers):", *h_demo)
print("Demo permitted columns (from 0):", *np.flatnonzero(rate_demo))
print("Demo K (columns^2):", *k_field(s_demo))
print("Demo landing rates (per ML):", *rate_demo)

# --- rate formula on flat and tilted surfaces; mean K against tilt
L_tilt = 32
rows_tilt = search_rows(L_tilt)
tilt_K = []
for m, pattern in ((0.0, [0, 0, 0, 0]), (0.25, [1, 0, 0, 0]),
                   (0.5, [1, 0, 1, 0])):
    s = pattern * (L_tilt // 4)
    grow(s, rows_tilt, 60000, 1)
    snaps = grow(s, rows_tilt, 64, 5000)
    for snap in snaps[::100]:
        rate, net = enumerate_arrivals(snap, rows_tilt)
        assert np.allclose(rate, rate_from_k(k_field(snap)))
        assert net == 0
    mean, err, _ = block_mean(np.array([k_field(v).mean() for v in snaps]))
    tilt_K.append((mean, err))
    print(f"Tilt {m:.2f}, L={L_tilt}: mean K = {mean:.4f} +- {err:.4f} columns^2")
rise = tilt_K[2][0] - tilt_K[0][0]
rise_err = np.hypot(tilt_K[2][1], tilt_K[0][1])
assert rise > 4 * rise_err
print(f"lambda from tilts 0 and 0.5: {2*rise/0.25:.3f} +- "
      f"{2*rise_err/0.25:.3f} (lattice units)")

# --- exact stationary state at L = 8
Lx = 8
states, prob = exact_state(Lx)
assert prob.min() > -1e-12
w2_states = states.var(axis=1)
full = states.sum(axis=1) % Lx == 0       # completed monolayers
assert abs(prob[full].sum() - 1 / Lx) < 1e-10
w2_exact = Lx * (prob[full] @ w2_states[full])
wave = np.exp(-2j * np.pi * np.arange(Lx) / Lx)
K_all = np.array([k_field(np.roll(v, -1) - v) for v in states])
q = 2 - 2 * np.cos(2 * np.pi / Lx)
balance = q * (prob @ ((states @ wave).conj() * (K_all @ wave)).real)
assert abs(balance - Lx / 2) < 1e-8
print(f"Exact chain L={Lx}: number of states = {len(states)}")
print(f"Exact W2, completed monolayers: {w2_exact:.5f} layers^2")
print(f"Exact W2, all arrival counts: {prob @ w2_states:.5f} layers^2")
print(f"Mode balance q Re<a*K>: {balance:.6f} (L/2 = {Lx/2:.1f})")

# --- finite-size study, conserved model
w2_mc, err_mc = saturated(Lx, 800000)[:2]
assert abs(w2_mc - w2_exact) < 5 * err_mc
print(f"Simulated W2, L={Lx}: {w2_mc:.5f} +- {err_mc:.5f} layers^2")
sizes = [16, 32, 64]
w2, err = [], []
for L, arrivals in zip(sizes, (2000000, 3200000, 14000000)):
    mean, e, tau, power, block = saturated(L, arrivals)
    assert block > 3 * tau                # blocks are nearly independent
    w2.append(mean)
    err.append(e)
    q = 2 - 2 * np.cos(2 * np.pi / L)
    print(f"Conserved L={L}: arrivals = {arrivals}, W2 = {mean:.4f} +- {e:.4f}"
          f" layers^2, W = {np.sqrt(mean):.3f} layers")
    print(f"   relaxation time = {tau:.0f} ML, block = {block} ML,"
          f" nu_eff = {L/(2*q*q*power):.2f} columns^4/ML")
alpha, d_alpha = exponent(sizes, w2, err)
for i in (0, 1):
    a_pair, d_pair = exponent(sizes[i:i+2], w2[i:i+2], err[i:i+2])
    print(f"Pair exponent {sizes[i]}-{sizes[i+1]}: {a_pair:.3f} +- {d_pair:.3f}")
up, low = w2[2] - w2[1], w2[1] - w2[0]
a_free = np.log(up / low) / (2 * np.log(2))
d_free = np.sqrt((err[2] / up)**2 + (err[0] / low)**2
                 + (err[1] * (1 / up + 1 / low))**2) / (2 * np.log(2))
print(f"Exponent free of additive constant: {a_free:.3f} +- {d_free:.3f}")
print(f"alpha, conserved, fit L=16-64: {alpha:.3f} +- {d_alpha:.3f}")
print(f"Distance of alpha from one: {alpha-1:+.3f}")
# nearer to 1 than to 1/2 or 3/2, beyond the statistical error
assert alpha - 3 * d_alpha > 0.75 and alpha + 3 * d_alpha < 1.25

# --- control: the same program, rejected arrivals discarded
w2c, errc = [], []
for L in sizes:
    mean, e = saturated(L, 2000000, conserve=False)[:2]
    w2c.append(mean)
    errc.append(e)
    print(f"Discarding L={L}: W2 = {mean:.4f} +- {e:.4f} layers^2")
alpha_c, d_alpha_c = exponent(sizes, w2c, errc)
print(f"alpha, discarding, fit L=16-64: {alpha_c:.3f} +- {d_alpha_c:.3f}")
assert abs(alpha_c - 0.5) < 0.1           # small-size corrections allowed
assert alpha - alpha_c > 5 * np.hypot(d_alpha, d_alpha_c)

# --- growth from a flat start: beta = alpha/(2 alpha + 1)
L_grow, runs = 256, 40
rows_grow = search_rows(L_grow)
times = np.array([20, 40, 80, 160, 320])
w2_t = np.array([heights(grow([0] * L_grow, rows_grow, 20 * L_grow, 16))
                 .var(axis=1)[times // 20 - 1] for _ in range(runs)])
beta = np.polyfit(np.log(times), np.log(w2_t.mean(axis=0)), 1)[0] / 2
groups = [np.polyfit(np.log(times), np.log(g.mean(axis=0)), 1)[0] / 2
          for g in np.split(w2_t, 8)]
d_beta = np.std(groups, ddof=1) / np.sqrt(8)
print(f"Growth runs: L = {L_grow}, number = {runs}")
print("Growth times (ML):", *times)
print("Growth W2 (layers^2):", *[f"{v:.3f}" for v in w2_t.mean(axis=0)])
print(f"beta measured: {beta:.3f} +- {d_beta:.3f}")
print(f"beta from alpha/(2 alpha + 1): {alpha/(2*alpha+1):.3f}")
# tolerance covers early-time corrections to scaling
assert abs(beta - alpha / (2 * alpha + 1)) < 0.05

print("PASS")
```

Output:

```
Demo heights (layers): 0 1 2 2 1 0 0 1
Demo permitted columns (from 0): 0 5 6
Demo K (columns^2): 0.0 2.0 3.0 3.0 2.0 0.0 0.0 0.5
Demo landing rates (per ML): 3.5 0.0 0.0 0.0 0.0 3.0 1.5 0.0
Tilt 0.00, L=32: mean K = 1.0575 +- 0.0314 columns^2
Tilt 0.25, L=32: mean K = 1.2947 +- 0.0344 columns^2
Tilt 0.50, L=32: mean K = 2.1691 +- 0.0439 columns^2
lambda from tilts 0 and 0.5: 8.893 +- 0.432 (lattice units)
Exact chain L=8: number of states = 1107
Exact W2, completed monolayers: 0.47836 layers^2
Exact W2, all arrival counts: 0.47735 layers^2
Mode balance q Re<a*K>: 4.000000 (L/2 = 4.0)
Simulated W2, L=8: 0.47961 +- 0.00095 layers^2
Conserved L=16: arrivals = 2000000, W2 = 1.2524 +- 0.0058 layers^2, W = 1.119 layers
   relaxation time = 14 ML, block = 7812 ML, nu_eff = 2.84 columns^4/ML
Conserved L=32: arrivals = 3200000, W2 = 3.7561 +- 0.0592 layers^2, W = 1.938 layers
   relaxation time = 89 ML, block = 6240 ML, nu_eff = 7.11 columns^4/ML
Conserved L=64: arrivals = 14000000, W2 = 12.6246 +- 0.3824 layers^2, W = 3.553 layers
   relaxation time = 672 ML, block = 13632 ML, nu_eff = 16.28 columns^4/ML
Pair exponent 16-32: 0.792 +- 0.012
Pair exponent 32-64: 0.874 +- 0.025
Exponent free of additive constant: 0.912 +- 0.038
alpha, conserved, fit L=16-64: 0.814 +- 0.008
Distance of alpha from one: -0.186
Discarding L=16: W2 = 1.0522 +- 0.0074 layers^2
Discarding L=32: W2 = 2.1028 +- 0.0254 layers^2
Discarding L=64: W2 = 4.5497 +- 0.1746 layers^2
alpha, discarding, fit L=16-64: 0.509 +- 0.009
Growth runs: L = 256, number = 40
Growth times (ML): 20 40 80 160 320
Growth W2 (layers^2): 2.663 3.932 6.011 8.242 13.134
beta measured: 0.284 +- 0.013
beta from alpha/(2 alpha + 1): 0.310
PASS
```
